# Heavy-hole and light-hole levels under biaxial (001) strain

A thin layer of a cubic semiconductor with the diamond or zincblende structure grows on a (001) substrate of slightly different lattice constant. The layer adopts the in-plane spacing of the substrate, and its upper surface is free. The problem is to find what this does to the top of the valence band at $\mathbf k=0$. The layer is taken to be thick enough for bulk bands to apply, yet thin enough to stay coherent with the substrate. Real layers meet both conditions only approximately. Beyond a critical thickness, of order 10 nm in equilibrium for a mismatch of 1 %, misfit dislocations relax the strain. At such thicknesses quantum confinement also splits the levels found below, by up to tens of meV in materials such as Ge or GaAs, and under tension it can reverse their order.

Take $x,y,z$ along the cube axes, with $z$ normal to the layer. Strain is positive for stretching:

$$\varepsilon_{xx}=\varepsilon_{yy}=e,\qquad \varepsilon_{zz}=e_z,\qquad \varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=0 .$$

All energies are electron energies, counted upwards, so the highest valence level is the first to receive holes. Without strain the valence top consists of three p-like orbitals $x,y,z$ with spin. Spin-orbit coupling splits them into a fourfold level $J=3/2$ and, lower by $\Delta$, a twofold level $J=1/2$. Angular momenta are in units of $\hbar$. States with $|m_J|=3/2$ along $z$ are called heavy-hole (HH) states, and those with $|m_J|=1/2$ light-hole (LH) states. Deformation potentials are in eV and level shifts in meV, the natural units here.

## (a) The four-band Hamiltonian

**Question.** Show that, to first order in strain and for strain energies much smaller than $\Delta$, the $J=3/2$ level is governed by the Bir-Pikus Hamiltonian

$$H=a\,\mathrm{Tr}\,\varepsilon-b\sum_i\Big(J_i^2-\tfrac{J^2}{3}\Big)\varepsilon_{ii}-\frac{2d}{\sqrt3}\big(\{J_x,J_y\}\varepsilon_{xy}+\text{cyclic}\big),$$

where $\{A,B\}=(AB+BA)/2$ and $J^2=15/4$.

**Solution.** Start with the orbitals alone, neglecting any change of the spin-orbit coupling itself with strain. A half-turn about a cube axis reverses two of the coordinates. Comparing the signs under these half-turns shows that the matrix element between $x$ and $y$ can contain only $\varepsilon_{xy}$, and that diagonal elements can contain only diagonal strains. Symmetry between $y$ and $z$ then gives the energy of orbital $x$ as $l\varepsilon_{xx}+m(\varepsilon_{yy}+\varepsilon_{zz})$, with two constants $l$ and $m$. Setting $a=(l+2m)/3$ and $3b=l-m$, and calling the constant of the off-diagonal elements $\sqrt3\,d$, we have

$$h_{ii}=a\,\mathrm{Tr}\,\varepsilon+3b\Big(\varepsilon_{ii}-\tfrac13\mathrm{Tr}\,\varepsilon\Big),\qquad h_{ij}=\sqrt3\,d\,\varepsilon_{ij}\quad(i\ne j).$$

Next, write this matrix with the orbital angular momentum $L=1$. In the basis $x,y,z$ its components are $(L_k)_{ij}=-i\epsilon_{kij}$, with $\epsilon_{kij}$ the antisymmetric symbol. Multiplying two of them gives

$$(L_pL_q)_{ij}=-\sum_n\epsilon_{pin}\epsilon_{qnj}=\delta_{pq}\delta_{ij}-\delta_{pj}\delta_{qi}.$$

Thus $L_i^2$ is 0 on orbital $i$ and 1 on the other two, while $\{L_x,L_y\}$ has the element $-1/2$ between $x$ and $y$. On orbital $i$,

$$\sum_k\Big(L_k^2-\tfrac23\Big)\varepsilon_{kk}=\mathrm{Tr}\,\varepsilon-\varepsilon_{ii}-\tfrac23\mathrm{Tr}\,\varepsilon=-\Big(\varepsilon_{ii}-\tfrac13\mathrm{Tr}\,\varepsilon\Big),$$

and therefore

$$h=a\,\mathrm{Tr}\,\varepsilon-3b\sum_i\Big(L_i^2-\tfrac23\Big)\varepsilon_{ii}-2\sqrt3\,d\big(\{L_x,L_y\}\varepsilon_{xy}+\text{cyclic}\big).$$

When the strain energies are small compared with $\Delta$, first-order degenerate perturbation theory keeps only the part of $h$ inside the $J=3/2$ level. The operators $\{L_i,L_j\}-\frac23\delta_{ij}$ form a symmetric traceless tensor. By the Wigner-Eckart theorem their matrix elements within one $J$ level are a common factor times those of $\{J_i,J_j\}-\frac54\delta_{ij}$. One element fixes this factor. The state $m_J=3/2$ has $L_z=1$ and spin up, so $L_z^2-\frac23=\frac13$, whereas $J_z^2-\frac54=\frac94-\frac54=1$. The factor is $1/3$. It turns $-3b$ into $-b$ and $-2\sqrt3\,d$ into $-2d/\sqrt3$, which gives the stated $H$.

## (b) The levels for biaxial strain

**Question.** Find the eigenvalues of $H$ for given $e$ and $e_z$.

**Solution.** The $d$ term vanishes because there is no shear. In the $b$ term use $J_x^2+J_y^2=\frac{15}4-J_z^2$:

$$\sum_i\Big(J_i^2-\tfrac54\Big)\varepsilon_{ii}=e\Big(\tfrac{15}4-J_z^2\Big)+e_zJ_z^2-\tfrac54(2e+e_z).$$

The terms in $e$ without $J_z$ add up to $\frac{15}4e-\frac{10}4e=\frac54e$. The right-hand side is then $(e_z-e)(J_z^2-\frac54)$, and the minus sign in front of $b$ reverses the strain difference:

$$H=a(2e+e_z)+b(e-e_z)\Big(J_z^2-\tfrac54\Big).$$

This is diagonal in $m_J$. The last bracket is $+1$ for $m_J=\pm3/2$ and $\frac14-\frac54=-1$ for $m_J=\pm1/2$. With $\delta=b(e-e_z)$,

$$E_{HH}=a(2e+e_z)+\delta,\qquad E_{LH}=a(2e+e_z)-\delta,$$

$$E_{HH}-E_{LH}=2\delta=2b(e-e_z).$$

The fourfold level becomes two doublets, displaced by equal and opposite amounts from their mean. The mean follows the volume strain $2e+e_z$, and the splitting follows the tetragonal distortion $e-e_z$. For equal strains along all three axes, $e_z=e$, the crystal stays cubic and the splitting vanishes.

## (c) The free surface

**Question.** Express the splitting through the in-plane strain. Can the elastic constants reverse the order of the levels?

**Solution.** The substrate fixes $e$, while $e_z$ adjusts to minimize the elastic energy. For a cubic crystal without shear the energy density is

$$U=\tfrac12C_{11}\big(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2\big)+C_{12}\big(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx}\big),$$

which here is $U=\frac12C_{11}(2e^2+e_z^2)+C_{12}(e^2+2ee_z)$. At the minimum

$$\frac{\partial U}{\partial e_z}=C_{11}e_z+2C_{12}e=0\quad\Rightarrow\quad e_z=-\kappa e,\qquad \kappa=\frac{2C_{12}}{C_{11}}.$$

This derivative is the normal stress, which must vanish at a free surface. Inserting $e_z$ gives

$$2e+e_z=(2-\kappa)e,\qquad e-e_z=(1+\kappa)e,$$

$$E_{HH}-E_{LH}=2b(1+\kappa)e .$$

The signs of the two strain factors follow from stability. Equal strains $\eta$ along all axes cost $U=\frac32(C_{11}+2C_{12})\eta^2$, and the strains $(\eta,-\eta,0)$ cost $U=(C_{11}-C_{12})\eta^2$. Both must be positive, as must $C_{11}$. Hence

$$1+\kappa=\frac{C_{11}+2C_{12}}{C_{11}}>0,\qquad 2-\kappa=\frac{2(C_{11}-C_{12})}{C_{11}}>0 .$$

Elastic relaxation therefore cannot reverse the order, which is decided by the sign of $be$. If $b<0$, compression in the plane puts HH on top and tension puts LH on top. If $b$ were positive, both statements would be reversed. The four-band Hamiltonian does not contain the sign of $b$; it has to come from the bonding.

## (d) Why b is negative

**Question.** Consider a crystal with two atoms per cell, each carrying one p shell of the same energy, which is taken as zero. Each atom is bonded to four neighbours, and the hopping matrix along a unit vector $\mathbf n$ is

$$t_{ij}=\Big(\frac{d_0}{d}\Big)^2\big[V_\pi\delta_{ij}+(V_\sigma-V_\pi)n_in_j\big],\qquad V_\sigma>0>V_\pi ,$$

where $d$ is the bond length and $d_0$ its unstrained value. Find $a$ and $b$, and explain which orbital rises.

**Solution.** The signs of the hoppings follow from the lobes. Two parallel p orbitals along the bond face each other with lobes of opposite sign, which makes $V_\sigma$ positive; side by side, lobes of equal sign overlap, and $V_\pi$ is negative.

The unstrained bonds point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Under biaxial strain the half-turns about $x$, $y$ and $z$ through each atom survive. No net force can then act on an atom, so the bond vectors simply follow the macroscopic strain, and the four lengths stay equal. At $\mathbf k=0$ all cells have the same phase and the four hoppings add. The sums of $n_xn_y$, $n_yn_z$ and $n_zn_x$ over the bonds vanish, which leaves

$$V_{ii}=4\Big(\frac{d_0}{d}\Big)^2\big[V_\pi+(V_\sigma-V_\pi)n_i^2\big].$$

The p shells alone would not place the top of the valence band at $\mathbf k=0$; s orbitals are needed for that. At $\mathbf k=0$ itself, however, hopping between s and p orbitals is proportional to $\sum n_i=0$, so it does not disturb this result. For each $i$ the two atoms give the energies $\pm V_{ii}$. We take $V_\sigma+2V_\pi>0$, which makes $V_{ii}$ positive in the unstrained crystal. The bonding valence state then lies at $-V_{ii}$.

Let $T=2e+e_z$. A bond component with unstrained value $\pm1$ becomes $\pm(1+\varepsilon_{ii})$, so to first order $d^2/d_0^2=1+\frac23T$ and

$$n_i^2=\frac{1+2\varepsilon_{ii}}{3(1+\frac23T)}\approx\frac13+\frac23\Big(\varepsilon_{ii}-\frac T3\Big).$$

Inserting this, with $(d_0/d)^2\approx1-\frac23T$, gives the change of the bonding energy:

$$-\delta V_{ii}=\frac83\Big[V_\pi+\frac{V_\sigma-V_\pi}3\Big]T-\frac83(V_\sigma-V_\pi)\Big(\varepsilon_{ii}-\frac T3\Big).$$

Comparison with $h_{ii}$ of part (a) yields

$$a=\frac83\Big[V_\pi+\frac{V_\sigma-V_\pi}3\Big],\qquad b=-\frac89(V_\sigma-V_\pi)<0 .$$

In-plane compression makes the layer taller and turns the bonds towards $z$. The $z$ orbital then points more directly along the bonds, gains binding and sinks relative to the mean, while $x$ and $y$ rise.

The orbital content of the hole states completes the argument. The state $m_J=3/2$ is $-(x+iy)/\sqrt2$ with spin up and has no $z$ part. Applying $J_-=L_-+S_-$ and dividing by $\sqrt3$ gives the LH state

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,z\!\uparrow-\tfrac1{\sqrt6}(x+iy)\!\downarrow .$$

LH is two thirds $z$-like and sinks relative to the mean under compression, while HH rises relative to it. Under tension the bonds turn into the plane and the movements are reversed. The model accounts for the sign when the valence top lies at $\mathbf k=0$ and is formed by such p bonds. It leaves out more distant neighbours and higher orbitals, so its formula for $b$ should not be used as a quantitative theory of a real material.

## (e) Numbers, and what rises on an absolute scale

**Question.** Evaluate the levels for $V_\sigma=1.875$ eV, $V_\pi=-0.375$ eV, $C_{11}=160$ GPa, $C_{12}=60$ GPa and $e=\mp1\,\%$. When does HH rise in absolute energy under compression?

**Solution.** These are round model parameters. With $V_\sigma-V_\pi=2.25$ eV,

$$a=\tfrac83(-0.375+0.75)\ \text{eV}=1.0\ \text{eV},\qquad b=-\tfrac89(2.25)\ \text{eV}=-2.0\ \text{eV},$$

and $\kappa=120/160=0.75$. For compression, $e=-1\,\%$, the layer expands along its normal by $e_z=0.75\,\%$ and the volume strain is $-1.25\,\%$. Then

$$a(2e+e_z)=-12.5\ \text{meV},\qquad \delta=(-2.0\ \text{eV})(-0.0175)=35\ \text{meV},$$

$$E_{HH}=22.5\ \text{meV},\qquad E_{LH}=-47.5\ \text{meV}.$$

HH lies above LH by 70 meV, or 0.00257 hartree. For $e=+1\,\%$ every shift changes sign: HH moves to $-22.5$ meV and LH to $47.5$ meV, so LH is on top by 70 meV.

The absolute HH shift is

$$E_{HH}=e\,[a(2-\kappa)+b(1+\kappa)] .$$

For $e<0$ it is positive only if the bracket is negative, that is, if $a<-b(1+\kappa)/(2-\kappa)$. With the present $b$ and $\kappa$ this limit is $3.5/1.25=2.8$ eV. The bond model always has $a<-b$, because $V_\pi<0$, and this keeps $a$ below the limit whenever $\kappa\ge\frac12$, as here. In the four-band Hamiltonian, however, $a$ and $b$ are independent. If $a$ is raised there to 5 eV at fixed $b$, a compression of $1\,\%$ moves HH to $-27.5$ meV and LH to $-97.5$ meV. Both levels sink, yet HH remains 70 meV above LH.

The order of the levels and their absolute motion are thus separate questions. The order needs only $b$. The absolute motion also needs $a$, and $a$ has a meaning only when strained and unstrained crystals share an energy zero. In the bond model this zero is the fixed atomic p level.

## (f) The split-off level and the limit of four bands

**Question.** Include the $J=1/2$ level. How do the splitting and the order change, first for $|\delta|\ll\Delta$ and then for $|\delta|\gg\Delta$? Use $\Delta=300$ meV for the numbers.

**Solution.** Biaxial strain conserves $m_J$. The $J=1/2$ level has no state with $m_J=\pm3/2$, so HH is unaffected. LH mixes with the state of equal $m_J$ orthogonal to it,

$$|\tfrac12,\tfrac12\rangle=\tfrac1{\sqrt3}\big[z\!\uparrow+(x+iy)\!\downarrow\big].$$

Drop the common shift $a(2e+e_z)$. From part (a) the orbital energies are then $\delta$ for $x$ and $y$, and $-2\delta$ for $z$. The LH state has the diagonal energy $\frac23(-2\delta)+\frac13\delta=-\delta$. For the split-off state the strain part is $\frac13(-2\delta)+\frac23\delta=0$, which leaves $-\Delta$. The coupling is

$$\frac{\sqrt2}3(-2\delta)-\frac{2}{\sqrt{18}}\,\delta=-\sqrt2\,\delta ,$$

where the 2 in the second term is the squared norm of $x+iy$. The eigenvalues $\lambda$ obey

$$(\lambda+\delta)(\lambda+\Delta)=2\delta^2 ,$$

and the upper root is the LH level:

$$\lambda=\tfrac12\Big[-\delta-\Delta+\sqrt{\Delta^2-2\Delta\delta+9\delta^2}\Big].$$

**Weak strain.** Write $\lambda=-\delta+p$. The eigenvalue equation becomes

$$p=\frac{2\delta^2}{\Delta-\delta+p}\approx\frac{2\delta^2}\Delta .$$

The split-off level pushes LH up for either sign of strain, and the splitting becomes $2\delta-p$. With $|\delta|=35$ meV the leading estimate is $p=8.2$ meV. The full root gives 8.9 meV for compression and 7.2 meV for tension. The difference comes from the denominator: compression lowers LH towards the split-off level and narrows the gap $\Delta-\delta$ to 265 meV, while tension widens it to 335 meV. With $p$ added, the full denominators $\Delta-\delta+p$ are 274 and 342 meV.

HH is now 61 meV above LH under compression, and LH is 77 meV above HH under tension. Relative to these six-band values, the four-band result of 70 meV is about 15 % too large in the first case and 9 % too small in the second. These errors grow quickly as $\Delta$ falls. For $\Delta=44$ meV, the value of silicon, the same $|\delta|=35$ meV gives splittings of about 25 meV and 94 meV, and the four-band result no longer applies.

**Strong strain.** For $\delta\gg\Delta$ the square root tends to $3\delta-\Delta/3$, so $\lambda\to\delta-\frac23\Delta$ and

$$E_{HH}-E_{LH}\to\tfrac23\Delta .$$

The splitting saturates under compression. The $z$ orbital has been pushed far down, and both upper levels consist of $x$ and $y$, separated only by spin-orbit coupling. Under strong tension, $\delta<0$, the root tends to $3|\delta|+\Delta/3$. The LH level approaches the energy $2|\delta|-\Delta/3$ of a nearly pure $z$ orbital, and its distance from HH, $3|\delta|-\Delta/3$, keeps growing. These limits apply where $\Delta$ is small enough for $|\delta|\gg\Delta$ to be reached while the strain is still small.

**Order.** Put the HH energy $\lambda=\delta$ into $f(\lambda)=(\lambda+\delta)(\lambda+\Delta)-2\delta^2$. The result is $f(\delta)=2\delta\Delta$. For $\delta>0$ this is positive, and since $\delta$ lies to the right of the parabola's minimum, HH is above the upper root. For $\delta<0$ it is negative, and HH lies between the two roots, below LH. Within the six-band model with linear strain and $\Delta>0$, the split-off level changes the size of the splitting but never its order.

**Finite strain.** The linear strain terms are themselves an approximation. Numerical diagonalization of the bond model with spin-orbit coupling on both atoms, using the actual strained bond directions and lengths, gives 62 meV for compression and 76 meV for tension. In this model the bonding states separate from the antibonding ones and obey the six-band problem with orbital energies $-V_{ii}$. The differences of about 1 meV from the six-band values therefore come from the terms of $V_{ii}$ beyond first order in strain. At $1\,\%$ strain they matter much less here than the coupling to the split-off level.

Numbers in the example were calculated in double precision.
